# Damped Newton iteration for ion hopping with space charge in oxides

## One layer of ions

Take an oxide film with three planes of ion sites, numbered 0, 1 and 2. Mobile ions of charge $q>0$ hop a distance $a$ from plane to plane. The outer planes hold fixed areal densities, $n_0$ on the metal side and $n_2=0$ at the outer surface, and $n_1$ is unknown. A voltage $V$, positive when it drives ions towards plane 2, is held across the film.

Let $E_k$ be the field between planes $k-1$ and $k$, and let $u_k=qaE_k/(2k_BT)$. This is the energy gained on the way to a barrier halfway between planes, in units of $k_BT$. The field lowers the barrier for a forward hop by that amount and raises it for a backward hop, so the net flux is

$$J_k=K\left(n_{k-1}e^{u_k}-n_ke^{-u_k}\right),\qquad K=\nu e^{-W/k_BT},$$

with attempt rate $\nu$ and zero-field barrier $W$. Gauss's law gives $E_2-E_1=qn_1/\varepsilon$, that is

$$u_2-u_1=\beta n_1,\qquad \beta=\frac{q^2a}{2\varepsilon k_BT}.$$

The voltage fixes the mean, $u=qV/(4k_BT)$ for two hops. Hence $u_1=u-\beta n_1/2$ and $u_2=u+\beta n_1/2$.

In the steady state $J_1=J_2$, so $n_0e^{u_1}=n_1(e^{-u_1}+e^{u_2})$. The bracket equals $2\cosh u\;e^{\beta n_1/2}$. With $y=\beta n_1$ this becomes

$$y=g\,e^{-y},\qquad g=\frac{\beta n_0e^{u}}{2\cosh u}.$$

The naive scheme freezes the field, solves the linear hopping problem, recomputes the field and repeats: $y\to F(y)=ge^{-y}$. At the solution $y_*$ the slope of this map is $-y_*$, so an error changes sign and is multiplied by $y_*$ at each pass. The scheme diverges from the solution when $y_*>1$, which means $g=y_*e^{y_*}>e$. Well above this threshold, an overfilled layer chokes the inflow, the next pass nearly empties the layer, and the one after refills it.

Mixing old and new values, $y\to y+\omega[F(y)-y]$, changes the slope to $1-\omega(1+y_*)$. This converges locally for $0<\omega<2/(1+y_*)$, but the upper limit depends on the unknown answer. Newton's method for $f(y)=y-ge^{-y}$ gives

$$\delta y=-\frac{f}{f'}=\frac{F(y)-y}{1+ge^{-y}},$$

which is the same mixing with $\omega$ computed at each step. Since $f$ is increasing and concave, each tangent lies above the curve. Starting from an empty layer, the iterates therefore rise towards the root without passing it.

The current follows from $J=Kn_1e^{u_2}$ with $n_1=n_0e^{u-y}/(2\cosh u)$:

$$J=\frac{Kn_0e^{2u}}{2\cosh u}\,e^{-y/2}.$$

The prefactor is the uniform-field current $J_0$. As $n_0\to0$ both currents vanish, while $J/J_0=e^{-y/2}\to1$. The limit worth verifying is that of the ratio.

## Many layers and the Newton equations

Now let the planes run from 0 to $N$, with $n_0,n_N\ge0$ held, not both zero, and $u=qV/(2Nk_BT)$. The model is a mean field: each layer is a uniform sheet, and site blocking, image forces and other charges are left out. Adding Gauss's law from the first gap onwards gives $u_k=u_1+\beta\sum_{j<k}n_j$, where $j$ runs over interior layers. The sum over all gaps must equal $Nu$, and layer $j$ appears in $N-j$ of them. Solving for $u_1$,

$$u_k=u+\beta\sum_{j=1}^{N-1}G_{kj}n_j,\qquad G_{kj}=[j<k]-\left(1-\frac jN\right),$$

where $[j<k]$ is 1 if true and 0 otherwise. Poisson's equation and the voltage condition are now built in. The unknowns are $n_1,\dots,n_{N-1}$, and the equations are $R_k=J_k-J_{k+1}=0$ for $k=1,\dots,N-1$.

The frozen-field scheme omits the response of the field to the densities. Newton's method keeps it:

$$\frac1K\frac{\partial J_k}{\partial n_j}=e^{u_k}\delta_{j,k-1}-e^{-u_k}\delta_{jk}+\beta c_kG_{kj},\qquad c_k=n_{k-1}e^{u_k}+n_ke^{-u_k}.$$

Differences of successive rows, multiplied by $K$, form the Jacobian $A$ of $R$. The scheme is as follows.

1. Start from an empty interior, $n_j=0$.
2. Solve $A\,\delta n=-R$.
3. Set $t=1$ and halve it until $\|R(n+t\,\delta n)\|<(1-10^{-4}t)\|R(n)\|$.
4. Replace $n$ by $n+t\,\delta n$. Stop when the scaled residual $\|R\|/[2K\max(n_0,n_N)\cosh u]$ is below $10^{-12}$.

Step 3 can succeed because the derivative of $\tfrac12\|R\|^2$ along the step is $R^{T}A\,\delta n=-\|R\|^2$, which is negative. This needs a nonsingular $A$.

**Nonsingular Jacobian.** Let all densities be nonnegative and suppose $A\,\delta n=0$. Then every flux changes by the same amount $K\delta j$, and the sign of $\delta n$ can be chosen so that $\delta j\ge0$. The changes obey

$$e^{-u_k}\delta n_k=e^{u_k}\delta n_{k-1}+c_k\delta u_k-\delta j,\qquad \delta u_{k+1}=\delta u_k+\beta\delta n_k,$$

with $\delta n_0=\delta n_N=0$ and $\sum_k\delta u_k=0$.

If $\delta u_1\le0$, these relations give $\delta n_k\le0$ and $\delta u_k\le0$ layer after layer. The zero sum then forces every $\delta u_k=0$, hence $\delta n=0$.

If $\delta u_1>0$, some later $\delta u_m$ is the first negative one. Then $\delta n_{m-1}<0$, and the relations make $\delta n_m$, $\delta u_{m+1}$ and all later changes negative. This contradicts $\delta n_N=0$. So $A$ is nonsingular.

The argument does not show that iterates stay nonnegative or that damping succeeds from every start. It shows that, while they are nonnegative, a descent direction exists.

## What a root must look like

Put $P_k=\exp(-2\sum_{i\le k}u_i)$, with $P_0=1$, and multiply the steady flux equation by $e^{-u_k}P_{k-1}$. Because $e^{-2u_k}P_{k-1}=P_k$,

$$\frac JK e^{-\Phi_k}=n_{k-1}P_{k-1}-n_kP_k,\qquad \Phi_k=u_k+2\sum_{i<k}u_i.$$

The right side telescopes. With $S_k=\sum_{i\le k}e^{-\Phi_i}$ and $P_N=e^{-2Nu}$, fixed by the voltage,

$$J=\frac{K(n_0-n_Ne^{-2Nu})}{S_N}.$$

Summing only to $k$ and inserting this current gives

$$n_kP_k=n_0\left(1-\frac{S_k}{S_N}\right)+n_NP_N\frac{S_k}{S_N}\ge0.$$

Every real root therefore has nonnegative densities, although the iteration does not impose this.

No interior density exceeds $M=\max(n_0,n_N)$. Suppose the largest density $m>M$ lies inside, and take the leftmost layer $k$ where it occurs, so that $n_{k-1}<m$. From $J_k=J_{k+1}$,

$$m(e^{-u_k}+e^{u_{k+1}})=n_{k-1}e^{u_k}+n_{k+1}e^{-u_{k+1}}<m(e^{u_k}+e^{-u_{k+1}}).$$

This requires $\sinh u_{k+1}<\sinh u_k$, but positive charge makes $u_{k+1}\ge u_k$.

These facts also settle existence and uniqueness. At $\beta=0$ the problem is linear and has the one solution given by the summed formulas. Now raise $\beta$ continuously. Roots stay in the box $0\le n_k\le M$, so none can escape to infinity. The Jacobian is nonsingular at each of them, so none can merge, appear or vanish. One root remains for every $\beta$.

## The uniform-field limit

In a uniform field $\Phi_k^{(0)}=(2k-1)u$, and a geometric sum gives

$$S^{(0)}=\sum_{k=1}^Ne^{-(2k-1)u}=\frac{1-e^{-2Nu}}{2\sinh u},\qquad J_0=2K\sinh u\,\frac{n_0-n_Ne^{-2Nu}}{1-e^{-2Nu}}.$$

At $u=0$ the sum is $N$ and $J_0=K(n_0-n_N)/N$. The numerators of $J$ and $J_0$ agree, so $J/J_0=S^{(0)}/S_N$ whenever $J_0\ne0$.

To compare the sums, insert $u_i$ into $\Phi_k$. The mean-field term of layer $j$ occurs with weight $1+2(k-1)=2k-1$. Its step term, present for $j<k$, occurs with weight $1+2(k-1-j)=2k-1-2j$. Thus

$$\Phi_k^{(0)}-\Phi_k=\beta\sum_jn_j\left\{(2k-1)\left(1-\frac jN\right)-[j<k](2k-1-2j)\right\}.$$

With $x=k-\tfrac12$ the brace is $2x(N-j)/N$ for $j>x$ and $2j(N-x)/N$ for $j<x$. Both cases are $2g(x,j)$, where

$$g(x,j)=\frac{\min(x,j)\,[N-\max(x,j)]}{N}\le\frac{x(N-x)}N\le\frac N4 .$$

There are $N-1$ interior layers with $0\le n_j\le M$. Each $\Phi_k$ therefore lies below its uniform-field value by at most $\lambda$, and

$$e^{-\lambda}\le\frac J{J_0}\le1,\qquad \lambda=\frac{\beta N(N-1)M}{2}.$$

Positive space charge never raises the magnitude of the current in this model. At fixed $N$, $V$ and $T$ the ratio tends to 1 as both boundary densities vanish, provided $J_0\ne0$ on the way. If $n_0=n_Ne^{-2Nu}$, both currents are zero and the ratio has no meaning. The bound weakens with thickness, since $\lambda$ grows roughly as $N^2$ at fixed boundary densities.

The rate of approach comes from expanding $S_N$ to first order in density. The densities may then be replaced by their uniform-field values, found from the partial-sum formula:

$$n_j^{(0)}=n_0-(n_0-n_N)\frac{e^{2uj}-1}{e^{2uN}-1}.$$

The result is

$$1-\frac J{J_0}\simeq\kappa=2\beta\sum_kw_k\sum_jg(k-\tfrac12,j)\,n_j^{(0)},\qquad w_k=\frac{e^{-(2k-1)u}}{S^{(0)}}.$$

Two limits show its meaning. In a strong forward field, $e^{2u}\gg1$, the first barrier carries nearly all the weight and the profile is nearly flat at $n_0$. Since $g(\tfrac12,j)=(N-j)/(2N)$,

$$\kappa\simeq\beta n_0\sum_{j=1}^{N-1}\frac{N-j}N=\frac{\beta n_0(N-1)}2 .$$

This is the amount by which the space charge lowers $u_1$, the push at the injecting barrier.

At zero voltage with $n_N=0$, all weights are $1/N$ and $n_j^{(0)}=n_0(1-j/N)$. The sum over barriers is $\sum_kg(k-\tfrac12,j)=j(N-j)/2$, so

$$\kappa=\frac{\beta n_0}{N^2}\sum_{j=1}^{N-1}j(N-j)^2=\frac{\beta n_0(N^2-1)}{12}.$$

All barriers now count equally, and the loss grows as the square of the thickness.

## A zinc oxide film

Consider doubly charged zinc interstitials in zinc oxide on zinc at 300 K, with rough typical values: $a=0.26$ nm, relative permittivity 8.5, $W=0.6$ eV and $\nu=10^{13}$ s$^{-1}$. Twelve hops make a 3.12 nm film. A voltage of 0.6 V gives a mean field of 1.92 MV/cm. With $k_BT=0.02585$ eV,

$$u=\frac{2\times0.6}{2\times12\times0.02585}=1.93,\qquad \beta=42.8\ \text{nm}^2,\qquad K=833\ \text{s}^{-1}.$$

The outer density is kept at $n_N=0.1\,n_0$. Since $e^{-2Nu}$ is negligible, $J_0=2Kn_0\sinh u=6.77\,Kn_0$, or $5.64\times10^{15}$ cm$^{-2}$ s$^{-1}$ at $n_0=10^{12}$ cm$^{-2}$. Newton iteration gives:

| $n_0$ (cm$^{-2}$) | $J$ (cm$^{-2}$ s$^{-1}$) | $J/J_0$ | $\kappa$ |
|---|---|---|---|
| $10^{12}$ | $1.92\times10^{15}$ | 0.340 | 2.45 |
| $10^{11}$ | $4.58\times10^{14}$ | 0.812 | 0.245 |
| $10^{10}$ | $5.51\times10^{13}$ | 0.9763 | 0.0245 |
| $10^{9}$ | $5.63\times10^{12}$ | 0.99756 | 0.00245 |
| $10^{8}$ | $5.64\times10^{11}$ | 0.999756 | 0.000245 |

The loss $1-J/J_0$ differs from $\kappa$ by 0.3% of $\kappa$ at $10^9$ cm$^{-2}$ and by 0.03% at $10^8$ cm$^{-2}$. This relative discrepancy falls tenfold with the density, as expected when the next term is of second order. At $10^8$ cm$^{-2}$ the strong-field estimate is $42.82\times10^{-6}\times11/2=2.36\times10^{-4}$, about 4% below $\kappa$. The guaranteed lower bound there is $J/J_0\ge0.9971$.

At $10^{12}$ cm$^{-2}$ the first-order loss exceeds 1 and has no use. The interior density falls from $0.71\,n_0$ in layer 1 to $0.18\,n_0$ in layer 11. The stored ions carry 1.20 uC/cm$^2$, comparable with the 1.45 uC/cm$^2$ that equals $\varepsilon$ times the mean field. The field accordingly rises from 0.94 MV/cm in the first gap to 2.54 MV/cm in the last.

From an empty film at this density, the scaled residuals are 0.98, 0.35, 0.042, $1.3\times10^{-4}$, $3.6\times10^{-9}$ and then rounding level, below $10^{-15}$. Starts with every interior layer at $n_0$, $3n_0$ and $10n_0$ need 7, 12 and 30 steps and reach the same solution. Full steps were accepted throughout, so damping was an unused safeguard in these runs.

## Beside a real film

With a rough volume of 0.0238 nm$^3$ of oxide per zinc ion, the currents correspond to 0.48 nm/h at $n_0=10^8$ cm$^{-2}$ and 1.6 µm/h at $10^{12}$ cm$^{-2}$. The latter is far too fast for a thin oxide on zinc at room temperature, so that density serves to stress the scheme. The former is not small either: with $n_0$ and $V$ held fixed, the model film would reach about 8 nm after a day and 36 nm after a month. Image attraction, which the model neglects, can change the current greatly. Put a metal plane one hop behind layer 0 and add the energy $-q^2/(16\pi\varepsilon x)$ at distance $x$ to every site and barrier top. Solving the linear hopping equations in the uniform field then gives a current $9\times10^{-6}$ times $J_0$ at the same $n_0$. With the plane two hops behind layer 0 the factor is 0.06, so it depends strongly on where the metal is taken to begin. The continuum image formula is itself doubtful so close to the metal. The growth rates above are therefore not predictions. At $n_0=10^{12}$ cm$^{-2}$ the largest field is also 0.85 of a rough 3 MV/cm breakdown field, which leaves little margin. At $10^{12}$ cm$^{-2}$ an area equal to the film thickness squared holds 0.37 interior ions on average, so the layers are far from smooth sheets, and lower densities make them sparser still. The values of $J/J_0$ and $\kappa$ in the table therefore belong to the mean-field model and are not predictions for discrete ions. Other charges, also left out, matter most at low ion density. At $n_0=10^{8}$ cm$^{-2}$, singly charged background donors raise the loss $1-J/J_0$ from $2.4\times10^{-4}$ to $3.4\times10^{-3}$ at $10^{17}$ cm$^{-3}$ and to $0.032$ at $10^{18}$ cm$^{-3}$. Electrons spilling in from a contact with little barrier are negative charge and can push $J$ above $J_0$. The limit $J/J_0\to1$ and the bound $J/J_0\le1$ hold only when the mobile ions are the sole charge in the film. Site blocking is minor: about $9\times10^{-4}$ of the sites in layer 0 are filled at that density.
